# Logarithmic Splitting of Ising Ferroelectric Walls near First-Order Coexistence, part 1

(Sections cited here and not found follow in the second part.)

## I. The wall profile and its logarithmic thickness

Suppose that a domain wall is assigned one width, estimated from the correlation length of the domains it separates. Near the first-order transition of the model treated below, this estimate fails. The domains remain stiff at coexistence, so their correlation length stays finite and the estimate predicts a wall of finite width. The wall nevertheless widens without limit, because its centre must pass through \(P=0\), and the state \(P=0\) is itself about to become the phase of lowest energy. A single hyperbolic tangent then misrepresents the profile, and a calculation cell a few correlation lengths wide cannot hold the wall.

### Setting and assumptions

Let \(x\) be the coordinate normal to a planar wall and \(P(x)\) the polarization component parallel to the wall. The other components vanish, which is what is meant by an Ising wall. Since the polarization is perpendicular to the direction in which it varies, its divergence is zero and there is no bound charge. The energy per unit wall area, before subtraction of the domain energy, is

\[
F=\int\left[\frac g2 (P')^2+f(P)\right]dx,\qquad
f(P)=\frac a2P^2-\frac b4P^4+\frac c6P^6 ,\tag{1}
\]

with \(b,c,g>0\). A prime on \(P\) denotes \(d/dx\), and a prime on \(f\) denotes \(d/dP\). The treatment is mean-field theory: \(P(x)\) minimizes or makes stationary the energy (1), and thermal wandering of the wall is left out. The domains are infinitely wide, there is no applied field and no defect, and \(b,c,g\) are held fixed while \(a\) varies. Elastic misfit is absent until Part II, where it is shown to change the conclusion at coexistence.

Define

\[
a_0=\frac{3b^2}{16c},\quad P_0^2=\frac{3b}{4c},\quad
\xi=\sqrt{\frac g{a_0}},\quad \delta=a_0-a,\quad t=\frac{\delta}{a_0}.\tag{2}
\]

**Theorem.** Let \(a<a_0\), and let \(\pm P_s\) be the polarizations of the two domains.

(i) Up to a translation, the wall from \(-P_s\) to \(P_s\) is

\[
P(x)=P_s\frac{\sinh\kappa x}{\sqrt{A+\sinh^2\kappa x}},\tag{3}
\]

where \(A\) and \(\kappa\) are given in (9) and (12).

(ii) The slope \(P'\) has two separate maxima if \(0<a<a_0\), and a single maximum, at the centre, if \(a\le0\).

(iii) The distance \(L\) between the points \(P=\pm P_s/\sqrt2\) obeys, as \(t\to0^+\),

\[
L=\xi\ln\frac{4a_0}{a_0-a}+O\!\left(\xi\,t\ln\frac1t\right).\tag{4}
\]

(iv) In the same limit the wall becomes two half-walls of fixed shape, separated by a layer in which \(P\) tends to zero.

### Lemma 1: coexistence

*The phases \(P=0\) and \(P=\pm P_0\) have equal energy at \(a=a_0\).*

**Proof.** Put \(u=P^2\). At coexistence \(f\) must vanish at \(u=0\) and have a double zero at the polarized minimum \(u=u_0\). Hence

\[
f=\frac c6u(u-u_0)^2=\frac c6u^3-\frac{cu_0}{3}u^2+\frac{cu_0^2}{6}u .
\]

Comparison with (1) gives \(b/4=cu_0/3\), so \(u_0=3b/(4c)=P_0^2\). It also gives \(a/2=cu_0^2/6\), so \(a=cP_0^4/3=3b^2/(16c)=a_0\). ∎

Two rearrangements will be used repeatedly:

\[
b=\frac{4a_0}{P_0^2},\qquad c=\frac{3a_0}{P_0^4}.\tag{5}
\]

Lowering \(a\) by \(\delta\) changes \(f\) by \(-\delta P^2/2\). The polarized phase is therefore favoured for \(\delta>0\), and the unpolarized phase for \(\delta<0\).

### Lemma 2: the first integral

*Let \(R=\sqrt{b^2-4ac}\). The domain polarization and the wall slope satisfy*

\[
P_s^2=u_s=\frac{b+R}{2c},\qquad
\frac g2(P')^2=\frac c6(u_s-P^2)^2(P^2+m),\tag{6}
\]

*with*

\[
m=\frac{R-b/2}{c}.\tag{7}
\]

**Proof.** The nonzero stationary points of \(f\) solve \(a-bu+cu^2=0\). At such a point \(a=bu-cu^2\), and therefore

\[
f''=a-3bu+5cu^2=2u(2cu-b).
\]

This is positive at the larger root, where \(2cu-b=R\). The larger root is therefore the domain value \(u_s\).

Stationarity of (1) gives the Euler–Lagrange equation \(gP''=f'(P)\). Multiplication by \(P'\) turns it into

\[
\frac{d}{dx}\left[\frac g2(P')^2-f(P)\right]=0 .
\]

Far from the wall \(P'\to0\) and \(f(P)\to f(P_s)\), so \(g(P')^2/2=f(P)-f(P_s)\). As a function of \(u\), the right side is a cubic with leading coefficient \(c/6\). It vanishes at \(u_s\), and so does its derivative, since \(df/du=f'(P)/(2P)\). It therefore has the form \((c/6)(u-u_s)^2(u+m)\). The coefficient of \(u^2\) must equal \(-b/4\):

\[
\frac c6(m-2u_s)=-\frac b4
\quad\Longrightarrow\quad
m=2u_s-\frac{3b}{2c}=\frac{b+R}{c}-\frac{3b}{2c}=\frac{R-b/2}{c}.
\]

∎

The sign of \(m\) decides whether a wall exists. It is positive when \(R>b/2\), that is, when \(b^2-4ac>b^2/4\), which is the condition \(a<a_0\). Setting \(P=0\) in (6) also gives the energy density that the unpolarized state has in excess of the domains:

\[
\Delta f=f(0)-f(P_s)=\frac c6u_s^2m.\tag{8}
\]

If \(a>a_0\), then \(m<0\), and (6) would require a negative \((P')^2\) at the crossing \(P=0\). No static wall between the metastable domains exists there. At \(a=a_0\) the slope would vanish at the crossing. A solution with \(P=P'=0\) at one point is \(P=0\) everywhere, by uniqueness for the second-order differential equation, so again there is no wall of finite thickness.

### Proof of (i)

For \(m>0\) the right side of (6) is positive while \(|P|<P_s\). The slope cannot change sign, and the rising wall obeys

\[
P'=K(u_s-P^2)\sqrt{P^2+m},\qquad K=\sqrt{\frac{c}{3g}} .
\]

Introduce \(s=P/\sqrt{P^2+m}\). Differentiation gives

\[
\frac{ds}{dP}=\frac1{\sqrt{P^2+m}}-\frac{P^2}{(P^2+m)^{3/2}}
=\frac{m}{(P^2+m)^{3/2}},
\qquad
s'=\frac{Km(u_s-P^2)}{P^2+m}.
\]

The definition of \(s\) inverts to \(P^2=ms^2/(1-s^2)\), from which

\[
P^2+m=\frac m{1-s^2},\qquad
u_s-P^2=\frac{u_s-(u_s+m)s^2}{1-s^2}.
\]

The factors \(m\) and \(1-s^2\) cancel, leaving \(s'=K[u_s-(u_s+m)s^2]\). Choose the origin at \(P=0\). The solution is

\[
s=\sqrt{\frac{u_s}{u_s+m}}\tanh\kappa x,\qquad
\kappa=K\sqrt{u_s(u_s+m)}.\tag{9}
\]

Indeed, both sides of the equation for \(s'\) then equal \(Ku_s/\cosh^2\kappa x\). Returning to \(P\),

\[
P^2=\frac{mu_s\tanh^2\kappa x}{u_s+m-u_s\tanh^2\kappa x}.\tag{10}
\]

Multiply numerator and denominator by \(\cosh^2\kappa x\). The denominator becomes

\[
(u_s+m)\cosh^2\kappa x-u_s\sinh^2\kappa x
=u_s+m+m\sinh^2\kappa x.\tag{11}
\]

Division by \(m\) gives (3), with

\[
A=1+\frac{u_s}{m}.\tag{12}
\]

∎

Equation (3) was tested against direct numerical solutions of the Euler–Lagrange boundary-value problem, with values of \(a\) on both sides of zero. The largest difference was \(8\times10^{-9}P_s\).

### Proof of (ii)

By (6), \((P')^2\) is proportional to \(S(u)=(u_s-u)^2(u+m)\). Its derivative is

\[
\frac{dS}{du}=(u_s-u)\left[(u_s-u)-2(u+m)\right]
=(u_s-u)(u_s-2m-3u).
\]

If \(u_s\le2m\), then \(S\) falls as \(u\) rises from zero, and the slope is greatest at the centre. If \(u_s>2m\), it rises up to

\[
u_*=\frac{u_s-2m}{3}=\frac bc-u_s=\frac{b-R}{2c}\tag{13}
\]

and then falls. The middle equality uses \(m=2u_s-3b/(2c)\). The two values \(P=\pm\sqrt{u_*}\) are then the slope maxima. Since \(u_*>0\) means \(R<b\), the condition is \(a>0\). ∎

The value \(u_*\) is the smaller root of \(a-bu+cu^2=0\), so the slope maxima lie at the top of the energy barrier between the unpolarized and polarized phases. Splitting sets in when \(P=0\) becomes a local minimum of \(f\), well before coexistence. Just beyond that point the slope has only a shallow minimum at the centre, and there is not yet a wide layer.

### Proof of (iii) and (iv)

Setting \(P^2=u_s/2\) in (3) gives \(\sinh^2(\kappa L/2)=A\), hence

\[
L=\frac2\kappa\operatorname{arcsinh}\sqrt A.\tag{14}
\]

To expand this near coexistence, insert \(a=a_0(1-t)\) into \(R\). Since \(4a_0c=3b^2/4\),

\[
R^2=b^2-\frac{3b^2}{4}(1-t)=\frac{b^2}{4}(1+3t),
\qquad R=\frac b2\sqrt{1+3t}.
\]

With \(b/(2c)=2P_0^2/3\), the two parameters of the profile become

\[
\begin{aligned}
m&=\frac{2P_0^2}{3}\left(\sqrt{1+3t}-1\right)
=P_0^2\left(t-\frac34t^2+\cdots\right),\\
u_s&=\frac{2P_0^2}{3}\left(1+\frac12\sqrt{1+3t}\right)
=P_0^2\left(1+\frac t2+\cdots\right).
\end{aligned}\tag{15}
\]

Equations (5) and (2) give \(K^2P_0^4=a_0/g=1/\xi^2\). Thus

\[
\kappa^2=\frac1{\xi^2}\left(1+\frac t2\right)\left(1+\frac{3t}2\right)+\cdots,
\qquad
\kappa=\frac{1+t}{\xi}+O\!\left(\frac{t^2}{\xi}\right),
\]

while \(A=1/t+9/4+O(t)\). For large \(A\),

\[
2\operatorname{arcsinh}\sqrt A
=2\ln\left(\sqrt A+\sqrt{A+1}\right)
=\ln(4A)+\frac1{2A}+O(A^{-2}).
\]

Here \(\ln(4A)=\ln(4/t)+9t/4+O(t^2)\), and \(1/(2A)\) adds \(t/2\). Division by \(\kappa\) yields

\[
\frac L\xi=\ln\frac4t-t\ln\frac4t+\frac{11}{4}t
+O\!\left(t^2\ln\frac1t\right),\tag{16}
\]

which proves (4). For (iv), write \(x=L/2+y\) with \(y\) fixed. Since \(\sinh^2(\kappa L/2)=A\), the ratio \(\sinh^2(\kappa x)/A\) tends to \(e^{2y/\xi}\), and

\[
P^2\to\frac{P_0^2}{1+e^{-2y/\xi}}.\tag{17}
\]

This is a boundary of fixed shape between the unpolarized and polarized phases. At fixed \(x\), by contrast, \(A\to\infty\) in (3) gives \(P\to0\). ∎

### How empty is the layer?

A stricter criterion, \(|P|<\theta P_s\) with \(0<\theta<1\), gives the width

\[
L_\theta=\frac2\kappa\operatorname{arcsinh}
\sqrt{\frac{A\theta^2}{1-\theta^2}} .\tag{18}
\]

At fixed \(\theta\) and small enough \(t\), this is \(L+\xi\ln[\theta^2/(1-\theta^2)]\). The criterion changes the constant but not the coefficient of the logarithm. For \(\theta=0.1\) the shift is \(-\xi\ln99=-4.595\xi\), so a nearly unpolarized core requires a close approach to coexistence.

Atomic units are unnatural for this model. With \(a_0=P_0=\xi=1\), equation (5) gives \(b=4\) and \(c=3\), and \(g=a_0\xi^2=1\). The widths, in units of \(\xi\), are:

| \(t\) | \(L\) | \(\ln(4/t)\) | \(L_{0.1}\) |
|---|---:|---:|---:|
| \(10^{-1}\) | 3.595 | 3.689 | 0.630 |
| \(10^{-2}\) | 5.959 | 5.991 | 1.768 |
| \(10^{-3}\) | 8.289 | 8.294 | 3.745 |
| \(10^{-4}\) | 10.596 | 10.597 | 6.006 |
| \(10^{-8}\) | 19.807 | 19.807 | 15.212 |

The column \(L\) comes from quadrature of the first integral. Even at \(t=0.1\) the logarithm is within 3% of \(L\), but the region below one tenth of \(P_s\) is then narrower than \(\xi\). Its shifted logarithm would be \(3.689-4.595<0\), which shows that the asymptotic form of (18) does not yet apply. Close to coexistence, each tenfold reduction of \(t\) adds \(\xi\ln10\approx2.303\,\xi\) to \(L\).

## II. Forces, stability and the effect of misfit

The symbols carried over are these. The Landau energy is \(f=aP^2/2-bP^4/4+cP^6/6\), and the gradient energy density is \(g(P')^2/2\). Coexistence is at \(a_0\), with polarization \(P_0\); \(\xi=\sqrt{g/a_0}\), \(\delta=a_0-a\) and \(t=\delta/a_0\). The domains have \(P^2=u_s\), and the first integral is

\[
\frac g2(P')^2=\frac c6(u_s-P^2)^2(P^2+m),\tag{19}
\]

with \(m\approx P_0^2t\) near coexistence. The profile is (3), with \(A=1+u_s/m\) and \(\kappa=\sqrt{c/(3g)}\sqrt{u_s(u_s+m)}\). Its thickness is \(L\approx\xi\ln(4a_0/\delta)\). Also, \(b=4a_0/P_0^2\) and \(c=3a_0/P_0^4\).

### Proposition 1: two half-walls repel

*At coexistence, two half-walls held a distance \(\ell\gg\xi\) apart have, to leading order, the interaction energy per area*

\[
V(\ell)=2a_0P_0^2\xi\,e^{-\ell/\xi}.\tag{20}
\]

**Proof.** Let \(f_0\) be the Landau energy at \(a=a_0\). Fix \(P=\pm p\), with \(p=P_0/\sqrt2\), at \(x=\pm\ell/2\). The parts outside these points are those of free half-walls and do not depend on \(\ell\). Inside, the first integral is \(g(P')^2/2=f_0(P)+C\), where \(C>0\) is a constant. The separation is therefore

\[
\ell=2\int_0^p\sqrt{\frac{g}{2(f_0+C)}}\,dP .
\]

The inner energy density is \(g(P')^2/2+f_0=g(P')^2-C\). Changing the integration variable from \(x\) to \(P\) gives the inner energy

\[
E=2\int_0^p\sqrt{2g(f_0+C)}\,dP-C\ell .
\]

Differentiate with respect to \(C\). The derivative of the integral term is

\[
2\int_0^p\frac{g}{\sqrt{2g(f_0+C)}}\,dP=\ell ,
\]

which cancels the \(-\ell\) from the last term. What remains is \(dE/dC=-C\,d\ell/dC\), or \(dE/d\ell=-C\). The constant \(C\) is thus the repulsive force per area.

To find \(C\) for large \(\ell\), note that \(f_0\approx a_0P^2/2\) near the centre, so \(P''=P/\xi^2\) and \(P=q\sinh(x/\xi)\). At \(x=0\) the first integral gives \(C=gq^2/(2\xi^2)\). Well inside the layer but many \(\xi\) from the centre, this solution is \((q/2)e^{x/\xi}\). There it must join the tail of the half-wall (17), which is \(P_0e^{(x-\ell/2)/\xi}\). Hence \(q=2P_0e^{-\ell/(2\xi)}\), and

\[
C=\frac{g}{2\xi^2}\,4P_0^2e^{-\ell/\xi}
=2a_0P_0^2e^{-\ell/\xi}.\tag{21}
\]

Integrating the force from \(\ell\) to infinity multiplies it by \(\xi\) and gives (20). ∎

The repulsion arises because the two tails have opposite signs. Bringing the half-walls together forces the polarization to pass through zero more steeply. The force and the energy were both tested by quadrature for one thick held layer and agreed with (21) and (20) to within one part in a thousand.

Without misfit, the wall thickens logarithmically as coexistence is approached and becomes two half-walls, whose mutual repulsion decays exponentially with their separation. It remains to balance this repulsion against the energy cost of the layer, and to find the wall energy, the stability of the wall and the effect of clamped strain.
